# Silane splitting by the Lindemann mechanism: reaction order and half-fall-off pressure: a program that tests the result

```python
"""
Result under test: for A + M <-> A* + M (k_up, k_down), A* -> products (k_split),
the unimolecular rate constant is
    k_uni = k_inf / (1 + p_half/p),   p_half = kB*T*k_split/k_down,
with overall order 2 at low pressure and 1 at high pressure (pure gas A = M).
Symbols (CGS units): n = number density of colliders, K = k_up/k_down,
k_inf = K*k_split, n_half = k_split/k_down, Q = equilibrium fraction of
molecules with energy above the threshold E0, x = E0/(kB*T),
s = number of classical oscillators, nu = frequency factor in
k(E) = nu*(1 - E0/E)**(s-1).
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

mp.mp.dps = 50
kB = const.k * 1e7                    # erg/K
amu = const.atomic_mass * 1e3         # g
torr = const.torr * 10.0              # dyn/cm^2

# Round model parameters
T = 1000.0
mass_u = 32.0
diameter = 4.0e-8
s = 6
E0 = 3.5e-12
nu = 1.0e14

mass = mass_u * amu
x = E0 / (kB * T)
v_rel = math.sqrt(16 * kB * T / (math.pi * mass))
k_down = math.pi * diameter**2 * v_rel
Q = math.exp(-x) * sum(x**j / math.factorial(j) for j in range(s))
K = Q / (1 - Q)
k_up = K * k_down
k_split = nu * math.exp(-x) / Q
k_inf = K * k_split
n_half = k_split / k_down
p_half = n_half * kB * T


def k_uni(n):
    return k_inf / (1 + n_half / n)


def decay_rates(n, up=k_up, down=k_down, split=k_split):
    """Slow and fast decay rates: eigenvalues of the full rate matrix."""
    n, up, down, split = map(mp.mpf, (n, up, down, split))
    matrix = mp.matrix([[up * n, -down * n],
                        [-up * n, down * n + split]])
    values, _ = mp.eig(matrix)
    return sorted(mp.re(value) for value in values)


# Mean relative speed from sampled pairs of Maxwellian velocities
rng = np.random.default_rng(7)
width = math.sqrt(kB * T / mass)
first = rng.normal(0.0, width, (1000000, 3))
second = rng.normal(0.0, width, (1000000, 3))
v_sampled = np.linalg.norm(first - second, axis=1).mean()
# statistical error is about 0.04 percent
assert abs(v_sampled / v_rel - 1) < 2e-3


# Energy distribution of activated molecules; z = (E - E0)/(kB*T)
def density(z):
    """Equilibrium energy density with exp(-x) taken out."""
    return (x + z)**(s - 1) * math.exp(-z) / math.gamma(s)


def k_energy(z):
    return nu * (z / (x + z))**(s - 1)


def integrate(function):
    edges = [0.0, 1e-3, 1e-2, 0.1, 1.0, 10.0, 80.0]
    return sum(quad(function, a, b, epsabs=0, epsrel=1e-9, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


Q_quad = math.exp(-x) * integrate(density)
flux_quad = math.exp(-x) * integrate(lambda z: density(z) * k_energy(z))
assert abs(Q_quad / Q - 1) < 1e-7
assert abs(flux_quad / Q_quad / k_split - 1) < 1e-7

# Steady state against the full rate matrix, also for a large K
for up in (k_up, 0.2 * k_down):
    for ratio in (1e-4, 1e-2, 1.0, 1e2, 1e4):
        n = ratio * n_half
        slow, fast = decay_rates(n, up=up)
        up_m, down_m, split_m, n_m = map(mp.mpf, (up, k_down, k_split, n))
        steady = up_m * split_m * n_m / (down_m * n_m + split_m)
        total = (up_m + down_m) * n_m + split_m
        error = 1 - slow / steady
        assert 0 < error < up_m * n_m / total < up_m / down_m
        assert abs(fast / (down_m * n_m + split_m) - 1) < up_m / down_m
        if up == k_up:
            assert abs(float(slow) / k_uni(n) - 1) < 1e-5

# Low- and high-pressure limits of the full matrix
n_low, n_high = 1e-7 * n_half, 1e9 * n_half
assert abs(float(decay_rates(n_low)[0]) / (k_up * n_low) - 1) < 1e-5
slow_limit = float(decay_rates(n_high)[0])
assert abs(slow_limit / k_inf - 1) < 1e-5

# Half-fall-off density located on the full-matrix curve
log_half = brentq(
    lambda g: float(decay_rates(n_half * 10**g)[0]) / slow_limit - 0.5,
    -2, 2.5, xtol=1e-12)
p_half_matrix = n_half * 10**log_half * kB * T
assert abs(p_half_matrix / p_half - 1) < 1e-5


# Overall order of the pure-gas rate by finite differences
def order_formula(ratio):
    return 1 + 1 / (1 + ratio)


def order_numeric(ratio):
    step = 1e-3
    hi, lo = (n_half * ratio * math.exp(sign * step) for sign in (1, -1))
    rate_hi = float(decay_rates(hi)[0]) * hi
    rate_lo = float(decay_rates(lo)[0]) * lo
    return math.log(rate_hi / rate_lo) / (2 * step)


for ratio in (1e-4, 0.1, 1.0, 10.0, 1e4):
    assert abs(order_numeric(ratio) - order_formula(ratio)) < 1e-5


# Pure gas with A as sole collider: full nonlinear equations
def half_life(ratio):
    return (math.log(2) + 1 / ratio) / k_inf


def remaining_fraction(ratio, time):
    omega = k_down * n_half * ratio

    def rhs(_, y):
        c, b = y      # total A over n0; activated A over K*n0
        return [-k_split * K * b,
                omega * c * (c - K * b) - (omega * c + k_split) * b]

    solution = solve_ivp(rhs, (0, time), [1.0, 0.0], method="Radau",
                         rtol=1e-8, atol=1e-11)
    assert solution.success
    return solution.y[0, -1]


fractions = {}
for ratio in (0.01, 1.0, 100.0):
    fractions[ratio] = remaining_fraction(ratio, half_life(ratio))
    # the steady state itself is accurate only to order K
    assert abs(fractions[ratio] - 0.5) < 2e-5
    # a second time, at which one quarter should remain
    t_quarter = (math.log(4) + 3 / ratio) / k_inf
    assert abs(remaining_fraction(ratio, t_quarter) - 0.25) < 2e-5


# Energy-resolved fall-off with the same two limits
def k_resolved(n):
    omega = k_down * n
    integral = integrate(
        lambda z: density(z) * k_energy(z) / (1 + k_energy(z) / omega))
    return math.exp(-x) * integral / (1 - Q)


assert abs(k_resolved(1e8 * n_half) / k_inf - 1) < 1e-4
# the low-pressure limit is approached slowly because k(E0) = 0
n_tiny = 1e-15 * n_half
assert abs(k_resolved(n_tiny) / (k_up * n_tiny) - 1) < 1e-2
for ratio in (1e-3, 0.1, 1.0, 10.0, 1e3):
    assert k_resolved(ratio * n_half) < k_uni(ratio * n_half)
log_resolved = brentq(
    lambda g: k_resolved(n_half * 10**g) / k_inf - 0.5, 0, 5, xtol=1e-10)
p_half_resolved = p_half * 10**log_resolved
assert p_half_resolved > p_half

slow_h, fast_h = decay_rates(n_half)
print("MODEL INPUTS")
print(f"temperature T = {T:.0f} K")
print(f"molecular mass = {mass_u:.0f} u = {mass:.4e} g")
print(f"collision diameter d = {diameter:.1e} cm")
print(f"number of oscillators s = {s}")
print(f"threshold energy E0 = {E0:.2e} erg")
print(f"frequency factor nu = {nu:.1e} 1/s")
print("RATE CONSTANTS")
print(f"kB*T = {kB*T:.5e} erg")
print(f"x = E0/(kB*T) = {x:.4f}")
print(f"mean relative speed, formula = {v_rel:.4e} cm/s")
print(f"mean relative speed, sampled = {v_sampled:.4e} cm/s")
print(f"deactivation constant k_-1 = {k_down:.4e} cm^3/s")
print(f"activated fraction Q = {Q:.4e}")
print(f"K = k_1/k_-1 = {K:.4e}")
print(f"activation constant k_1 = k0 = {k_up:.4e} cm^3/s")
print(f"splitting constant k_2 = {k_split:.4e} 1/s")
print(f"high-pressure constant k_inf = {k_inf:.4e} 1/s")
print("HALF-FALL-OFF")
print(f"density n_half = {n_half:.4e} 1/cm^3")
print(f"p_half, formula = {p_half:.4e} dyn/cm^2 = {p_half/torr:.2f} Torr")
print(f"p_half, full rate matrix = {p_half_matrix:.4e} dyn/cm^2")
print(f"slow decay rate at p_half = {float(slow_h):.4e} 1/s")
print(f"induction time at p_half = {float(1/fast_h):.3e} s")
print(f"steady-state relative error at p_half = "
      f"{float(1 - slow_h/mp.mpf(k_uni(n_half))):.2e}")
print("PURE GAS: p/p_half, p (dyn/cm^2), k_uni (1/s), k_uni/k_inf, "
      "order, half-life (s)")
for ratio in (0.01, 0.1, 1.0, 10.0, 100.0):
    k_here = k_uni(ratio * n_half)
    print(f"{ratio:7.2f} {ratio*p_half:.3e} {k_here:.4e} "
          f"{k_here/k_inf:.4f} {order_formula(ratio):.4f} "
          f"{half_life(ratio):.4e}")
print("FRACTION LEFT AT PREDICTED HALF-LIFE, full equations")
for ratio, fraction in fractions.items():
    print(f"p/p_half = {ratio:.2f}: fraction = {fraction:.6f}")
print("ENERGY-RESOLVED MODEL")
print(f"k/k_inf at Lindemann p_half = {k_resolved(n_half)/k_inf:.4f}")
print(f"its half-fall-off pressure = {p_half_resolved:.4e} dyn/cm^2")
print(f"ratio to Lindemann p_half = {p_half_resolved/p_half:.2f}")
print("success")
```

Printed output:

```
MODEL INPUTS
temperature T = 1000 K
molecular mass = 32 u = 5.3137e-23 g
collision diameter d = 4.0e-08 cm
number of oscillators s = 6
threshold energy E0 = 3.50e-12 erg
frequency factor nu = 1.0e+14 1/s
RATE CONSTANTS
kB*T = 1.38065e-13 erg
x = E0/(kB*T) = 25.3504
mean relative speed, formula = 1.1503e+05 cm/s
mean relative speed, sampled = 1.1505e+05 cm/s
deactivation constant k_-1 = 5.7823e-10 cm^3/s
activated fraction Q = 1.0518e-06
K = k_1/k_-1 = 1.0518e-06
activation constant k_1 = k0 = 6.0818e-16 cm^3/s
splitting constant k_2 = 9.3009e+08 1/s
high-pressure constant k_inf = 9.7828e+02 1/s
HALF-FALL-OFF
density n_half = 1.6085e+18 1/cm^3
p_half, formula = 2.2208e+05 dyn/cm^2 = 166.57 Torr
p_half, full rate matrix = 2.2208e+05 dyn/cm^2
slow decay rate at p_half = 4.8914e+02 1/s
induction time at p_half = 5.376e-10 s
steady-state relative error at p_half = 2.63e-07
PURE GAS: p/p_half, p (dyn/cm^2), k_uni (1/s), k_uni/k_inf, order, half-life (s)
   0.01 2.221e+03 9.6859e+00 0.0099 1.9901 1.0293e-01
   0.10 2.221e+04 8.8935e+01 0.0909 1.9091 1.0931e-02
   1.00 2.221e+05 4.8914e+02 0.5000 1.5000 1.7307e-03
  10.00 2.221e+06 8.8935e+02 0.9091 1.0909 8.1076e-04
 100.00 2.221e+07 9.6859e+02 0.9901 1.0099 7.1876e-04
FRACTION LEFT AT PREDICTED HALF-LIFE, full equations
p/p_half = 0.01: fraction = 0.500000
p/p_half = 1.00: fraction = 0.500000
p/p_half = 100.00: fraction = 0.500000
ENERGY-RESOLVED MODEL
k/k_inf at Lindemann p_half = 0.1223
its half-fall-off pressure = 4.4736e+06 dyn/cm^2
ratio to Lindemann p_half = 20.14
success
```
